# Counting augmentation functions for two s, two p and two d projectors

**Question**

I am trying to work out how many augmentation functions an ultrasoft pseudopotential needs for an atom with two s, two p and two d projectors. I know that $Q_{ij}$ is symmetric in $i$ and $j$, so I should not count everything twice, but my numbers do not agree with each other.

There are 6 radial projectors, so I took $6^2/2=18$ radial pairs. With the magnetic quantum numbers there are $2(1+3+5)=18$ projectors, so I took $18^2/2=162$ pairs. But when I list the radial pairs by hand and multiply each by $(2l+1)(2l'+1)$, I get 197. I also do not see where the upper index in $Q_{ij}^L(r)$ comes from, since the definition of $Q_{ij}$ contains no $L$.

How many independent radial functions $Q_{ij}^L$ are there, and how many $lm$-resolved pairs?

**Answer**

There are two sets of labels here, and it helps to give them different letters. Let $a,b$ denote radial channels: $s_1,s_2,p_1,p_2,d_1,d_2$. Let $i=(a,m)$ and $j=(b,m')$ denote projectors with their magnetic index. The function you call $Q_{ij}^L(r)$ does not depend on $m$ and $m'$, so I write it $Q_{ab}^L(r)$. I take "independent" to mean "not related by exchanging the two indices". Linear independence is a stronger requirement, treated near the end.

**The symmetry, and how to count with it**

I assume real spherical harmonics, real radial waves and no spin-orbit coupling. The all-electron partial wave is $\phi_i(\mathbf r)=u_a(r)Y_{lm}(\hat{\mathbf r})/r$. Its pseudo partner $\tilde\phi_i$ has the same angular part and a smoother radial part $\tilde u_a$, equal to $u_a$ beyond a matching radius $r_c$. The augmentation function is the difference of the two products:

$$Q_{ij}(\mathbf r)=\phi_i\phi_j-\tilde\phi_i\tilde\phi_j
=\frac{Q_{ab}(r)}{r^2}\,Y_{lm}Y_{l'm'},\qquad
Q_{ab}=u_au_b-\tilde u_a\tilde u_b .$$

All factors are real numbers and commute, so $Q_{ab}=Q_{ba}$ and $Q_{ij}=Q_{ji}$.

Among $N$ objects there are $N^2$ ordered pairs. Of these, $N$ are diagonal and have no partner to be identified with. The other $N^2-N$ come in twos. The number of unordered pairs is therefore

$$N+\frac{N^2-N}{2}=\frac{N(N+1)}{2}.$$

Dividing $N^2$ by 2 discards half of the diagonal. For the 6 radial channels the correct number is $6\cdot7/2=21$, not 18.

**Which values of L occur**

The product of two spherical harmonics is itself a function on the sphere and can be expanded:

$$Y_{lm}Y_{l'm'}=\sum_{LM}G^{LM}_{lm,l'm'}\,Y_{LM},\qquad
G^{LM}_{lm,l'm'}=\int Y_{lm}Y_{l'm'}Y_{LM}\,d\Omega .$$

Two arguments restrict $L$.

1. Parity. Under $\hat{\mathbf r}\to-\hat{\mathbf r}$ the integrand acquires the factor $(-1)^{l+l'+L}$, while the integral over the whole sphere is unchanged. It must vanish unless $l+l'+L$ is even.
2. Degree. $r^lY_{lm}$ is a homogeneous polynomial of degree $l$ in $x,y,z$. The product of two such polynomials has degree $l+l'$, and on the sphere it contains no harmonic of higher degree, so $L\le l+l'$. The integral treats its three harmonics alike, so also $l\le l'+L$ and $l'\le l+L$, which together give $L\ge|l-l'|$.

Hence $L$ can be $|l-l'|,\,|l-l'|+2,\dots,l+l'$. The number of values is

$$\frac{l+l'-|l-l'|}{2}+1=\min(l,l')+1,$$

because $l+l'-|l-l'|$ is twice the smaller of the two.

These rules say what is forbidden. To see that every remaining $L$ does occur for s, p and d, take $m=m'=0$, where the harmonics are proportional to Legendre polynomials:

$$P_0P_l=P_l,\qquad P_1P_1=\tfrac13P_0+\tfrac23P_2,\qquad
P_1P_2=\tfrac25P_1+\tfrac35P_3,$$

$$P_2P_2=\tfrac15P_0+\tfrac27P_2+\tfrac{18}{35}P_4 .$$

No allowed coefficient is zero.

**Why the radial function carries an L**

You are right that the definition contains no $L$. Inserting the angular expansion into $Q_{ij}$ puts the same radial function $Q_{ab}(r)$ in front of every $Y_{LM}$. If the augmentation functions are used in this form, there are 21 different radial functions and no more.

The index becomes a real label when $Q_{ab}$ is smoothed near the nucleus, separately for each $L$, so that it can be represented on a coarser grid. The smoothing should leave the electrostatic potential outside the atom unchanged. For a density $Q_{ab}(r)Y_{LM}/r^2$ that vanishes beyond $r_c$, the multipole expansion of $1/|\mathbf r-\mathbf r'|$ gives, in Hartree atomic units and for $r>r_c$,

$$V(\mathbf r)=\frac{4\pi}{2L+1}\,\frac{Y_{LM}(\hat{\mathbf r})}{r^{L+1}}
\int_0^{r_c}r'^L\,Q_{ab}(r')\,dr' .$$

The $r'^2$ of the volume element has cancelled the $1/r'^2$ of the density. The quantity to preserve is thus the $L$-th moment, and it is a different condition for each $L$.

One way to do this is to keep $Q_{ab}$ outside an inner radius $r_{\rm in}$ and to use inside it

$$Q_{ab}^L(r)=r^{L+2}\left(c_0+c_1r^2+c_2r^4\right),\qquad r<r_{\rm in}.$$

The three coefficients are fixed by the value at $r_{\rm in}$, the slope at $r_{\rm in}$, and the moment $\int_0^{r_{\rm in}}r^LQ_{ab}\,dr$. The prefactor makes the density $Q_{ab}^LY_{LM}/r^2$ start as $r^LY_{LM}$, which is a polynomial in $x,y,z$ and therefore smooth at the nucleus. The augmentation function is now

$$Q_{ij}(\mathbf r)=\sum_{LM}G^{LM}_{lm,l'm'}\,\frac{Q_{ab}^L(r)}{r^2}\,Y_{LM}(\hat{\mathbf r}).$$

The recipe uses nothing but $Q_{ab}$ and $L$, so $Q_{ab}^L=Q_{ba}^L$. The coefficients $G$ are also unchanged when $lm$ and $l'm'$ are exchanged. The symmetry $Q_{ij}=Q_{ji}$ survives the smoothing.

Smoothing separately for each $L$ is a choice. A single function $r^{l+l'+2}$ times an even polynomial, with one more coefficient for each additional moment, could preserve all allowed moments at once; it would also be smooth in every term, because $l+l'-L$ is even, and the count would stay at 21. With the three-coefficient recipe above, a model shows that the function built for one $L$ does not preserve the moment of another. Take normalized waves $u_a\propto r^{l+1}e^{-\alpha r}$, with $\alpha=1.2$ and $2.1\ \mathrm{bohr}^{-1}$ for $p_1$ and $p_2$, $r_c=1.5$ bohr and $r_{\rm in}=0.8$ bohr. The pseudo waves are $r^{l+1}$ times an even polynomial, matched at $r_c$ in value and first two derivatives. For the pair $p_1p_2$ the $L=2$ moment is

- $0.06806\ \mathrm{bohr}^2$ for the original $Q_{ab}$,
- $0.06806\ \mathrm{bohr}^2$ for the function smoothed for $L=2$,
- $0.06742\ \mathrm{bohr}^2$ for the function smoothed for $L=0$.

The last value is too small by $0.00064\ \mathrm{bohr}^2$, or 0.9% of the original moment. If the $L=0$ function were used in the $L=2$ term, the contribution of this pair to the quadrupole potential outside the atom would be wrong by that fraction. The size of the error depends on the pair: in the same model with two d waves added, it ranges from 0.02% for the $L=4$ moment of $d_2d_2$ taken with the $L=2$ function to 3.8% for the $L=0$ moment of $p_2p_2$ taken with the $L=2$ function. The functions themselves differ more visibly: at $r=0.4$ bohr, $Q^0=0.0702$ and $Q^2=0.0550\ \mathrm{bohr}^{-1}$, while the original is $0.0695\ \mathrm{bohr}^{-1}$.

**Counting the radial functions**

Two channels with the same $l$ give $2\cdot3/2=3$ unordered radial pairs, for example $p_1p_1$, $p_1p_2$, $p_2p_2$. Two channels with one $l$ and two with another give $2\cdot2=4$ pairs. There is no further halving in this second case: $s_1p_2$ and $p_2s_1$ have already been identified by listing the block sp and not also ps. Multiplying by the number of $L$ values gives:

| Block | Radial pairs | $L$ | Functions $Q_{ab}^L$ |
|---|---|---|---|
| ss | 3 | 0 | 3 |
| sp | 4 | 1 | 4 |
| sd | 4 | 2 | 4 |
| pp | 3 | 0, 2 | 6 |
| pd | 4 | 1, 3 | 8 |
| dd | 3 | 0, 2, 4 | 9 |

The radial pairs add up to 21, and the functions to

$$3+4+4+6+8+9=34 .$$

So there are **34 radial functions** $Q_{ab}^L(r)$.

The same number follows from the ordered list. Without the symmetry there are 4 ordered pairs in each of ss, pp and dd, and 8 in each mixed block, which gives

$$4\cdot1+8\cdot1+8\cdot1+4\cdot2+8\cdot2+4\cdot3=56$$

functions. The diagonal ones, $a=b$, number $2(1+2+3)=12$. The remaining 44 form 22 equal pairs, and $12+22=34$.

For $n_l$ projectors in channel $l$ the general formula is

$$N_Q=\sum_l\frac{n_l(n_l+1)}{2}(l+1)+\sum_{l<l'}n_ln_{l'}(l+1),$$

where $l+1$ in the second sum is $\min(l,l')+1$. With one projector per channel it gives $(1+2+3)+(1+1+2)=10$. Doubling the projectors therefore multiplies the number of radial functions by 3.4, somewhat less than the factor 4 of the ordered pairs. The count is half the sum of the ordered and the diagonal functions; the ordered ones grow from 14 to 56, but the diagonal ones only from 6 to 12.

Symmetry alone does not prove that the 34 functions really differ. In the model above, with two s and two d waves added, a direct comparison of all 56 ordered functions finds 34 different ones. The closest two differ by 0.7%, measured as the largest difference over the radial grid relative to the larger of their two maxima. Before smoothing, the comparison finds 21.

**Counting the lm-resolved pairs**

There are $N=2(1+3+5)=18$ projectors, and the unordered pairs number

$$\frac{18\cdot19}{2}=171 .$$

So there are **171 $lm$-resolved pairs**. Your 162 is too small by 9, half of the 18 diagonal pairs.

Your 197 comes from

$$3\cdot1+4\cdot3+4\cdot5+3\cdot9+4\cdot15+3\cdot25=197 .$$

The factor $(2l+1)(2l'+1)$ is right when $a\neq b$, since then every choice of $m$ and $m'$ is a new index pair. When $a=b$, the choices $(m,m')$ and $(m',m)$ are the same unordered pair. The $2l+1$ projectors of a single channel give $(2l+1)(2l+2)/2$ pairs, so you counted too many by

$$(2l+1)^2-(2l+1)(l+1)=l(2l+1).$$

This is 0 for an s channel, 3 for a p channel and 10 for a d channel. With two channels of each kind the excess is $2(0+3+10)=26$, and $197-26=171$.

By blocks:

- ss: 3
- sp: $4\cdot3=12$
- sd: $4\cdot5=20$
- pp: $6+6+9=21$, from $p_1p_1$, $p_2p_2$ and $p_1p_2$
- pd: $4\cdot15=60$
- dd: $15+15+25=55$

The sum is again 171.

**Do not lose the factor 2 in the density**

Keeping one member of each pair changes how the augmentation density is summed. With projectors $\beta_i$, orbitals $\psi_n$ and occupations $f_n$,

$$n_{\rm aug}=\sum_{ij}\rho_{ij}Q_{ij},\qquad
\rho_{ij}=\sum_nf_n\langle\beta_i|\psi_n\rangle^*\langle\beta_j|\psi_n\rangle .$$

Exchanging the indices gives $\rho_{ji}=\rho_{ij}^*$. The two terms belonging to a pair $i\neq j$ combine as

$$\rho_{ij}Q_{ij}+\rho_{ji}Q_{ji}=(\rho_{ij}+\rho_{ij}^*)Q_{ij}=2\,\mathrm{Re}(\rho_{ij})\,Q_{ij},$$

and therefore

$$n_{\rm aug}=\sum_i\rho_{ii}Q_{ii}+2\sum_{i<j}\mathrm{Re}(\rho_{ij})\,Q_{ij}.$$

This sum has 171 terms instead of 324. The numerical check confirms that both sums agree for a randomly generated Hermitian $\rho_{ij}$.

**171 pairs are not 171 linearly independent functions**

Each index pair has its own coefficient $\mathrm{Re}(\rho_{ij})$, so 171 is the number of coefficients to store when no site symmetry is used. Symmetry makes many of them vanish or coincide. For a spherical closed-shell atom only pairs with $l=l'$ and $m=m'$ survive, $3(1+3+5)=27$ of them, and they take one value per radial pair, 9 in all. As functions of position, however, the $Q_{ij}(\mathbf r)$ are linearly dependent.

For one radial pair, every $Q_{ij}$ is a combination of the functions $Q_{ab}^LY_{LM}/r^2$, and there are $\sum_L(2L+1)$ of these. Summing over all radial pairs, the span has dimension at most

$$3\cdot1+4\cdot3+4\cdot5+3(1+5)+4(3+7)+3(1+5+9)=138 .$$

The deficit $171-138=33$ has two sources.

1. In the pairs $p_1p_2$ and $d_1d_2$, exchanging only the magnetic indices gives a different index pair but the same function, because $Y_{lm}Y_{lm'}=Y_{lm'}Y_{lm}$. There are 3 such coincidences for p and 10 for d, one for each choice of $m<m'$.
2. A p and a d channel give 15 products, but $L=1$ and $L=3$ offer room for 10. The even value $L=2$ is excluded by parity. One visible case is $x\cdot yz=y\cdot xz=z\cdot xy$. With four pd pairs, this removes $4\cdot5=20$.

Together, $3+10+20=33$.

The value 138 is an upper bound. The check finds that each radial pair by itself fills its $\sum_L(2L+1)$ angular dimensions. The bound is then reached if, for each $L$, the radial functions $Q_{ab}^L$ of different pairs are linearly independent: projecting a vanishing combination on $Y_{LM}$ leaves a vanishing combination of these radial functions, whose coefficients must all be zero. I have not tested that condition for the model.

**Where the count changes**

With complex spherical harmonics, the first factor of each product in $Q_{ij}$ is conjugated and the symmetry becomes $Q_{ji}=Q_{ij}^*$. There are still 171 unordered pairs, but the second member of a pair is the conjugate of the first, not a copy. With spin-orbit coupling the projectors carry the total angular momentum as a label, and the list of channels has to be set up anew before anything is counted.

## Computed results

```
matching radius: 1.5 bohr; smoothing radius: 0.8 bohr
channel s: decay constant 1.0 1/bohr
channel s: decay constant 1.7 1/bohr
channel p: decay constant 1.2 1/bohr
channel p: decay constant 2.1 1/bohr
channel d: decay constant 1.5 1/bohr
channel d: decay constant 2.6 1/bohr
block: radial pairs | L | Q^L functions | lm pairs | max span
ss: 3 | [0] | 3 | 3 | 3
sp: 4 | [1] | 4 | 12 | 12
sd: 4 | [2] | 4 | 20 | 20
pp: 3 | [0, 2] | 6 | 21 | 18
pd: 4 | [1, 3] | 8 | 60 | 40
dd: 3 | [0, 2, 4] | 9 | 55 | 45
radial channels: 6; ordered radial pairs: 36
different radial functions before smoothing: 21
ordered (a,b,L) functions: 56; diagonal: 12
different radial functions Q_ab^L: 34
smallest relative difference among them: 7.07e-03
lm-resolved projectors: 18; ordered pairs: 324
unordered lm-resolved pairs: 171
largest possible dimension of their span: 138
relative error of reduced density sum: 8.6e-16
p1p2 L=2 moment, exact Q: 0.068060 bohr^2
p1p2 L=2 moment, smoothed for L=2: 0.068060 bohr^2
p1p2 L=2 moment, smoothed for L=0: 0.067420 bohr^2
p1p2 at r = 0.4 bohr, exact Q: 0.069458 1/bohr
p1p2 at r = 0.4 bohr, Q^0: 0.070216 1/bohr
p1p2 at r = 0.4 bohr, Q^2: 0.054972 1/bohr
```
